# Two derivations of $U(4l+2)$ and $Sp(4l+2)$ from a shell's double tensors, part 3

Two derivations, by recoupling and by an involution $\theta$, have shown what the double tensors of one shell ($l$, $s=\tfrac12$) generate. Here $\hbar=1$, $[x]=2x+1$, $[x,y,\dots]=[x][y]\cdots$, phases are Condon–Shortley, $\xi=(m_s,m_l)$, $-\xi=(-m_s,-m_l)$, $N=4l+2$, $\Omega=N/2$. For one $j$,

$$\langle m|v^k_q|m'\rangle=(-1)^{j-m}[k]^{1/2}\begin{pmatrix}j&k&j\\-m&q&m'\end{pmatrix},\tag{1}$$

or, in Clebsch–Gordan form,

$$\langle m|v^k_q|m'\rangle=\frac{[k]^{1/2}}{[j]^{1/2}}\,\langle jm'\,kq|jm\rangle .\tag{3}$$

$$\langle m|v^k_q|m'\rangle=(-1)^{j-m'}\langle jm\,j\,{-m'}|kq\rangle .\tag{4}$$

Ladder operators give the same matrices, $u=v$:

$$u^k_k=(-1)^kJ_+^k/\|J_+^k\|,\qquad u^k_{q-1}=\frac{[J_-,u^k_q]}{\sqrt{k(k+1)-q(q-1)}} .\tag{11}$$

$$v^1_q=\sqrt{\frac{3}{j(j+1)(2j+1)}}\;J_q .\tag{12}$$

The orthonormal basis $w^{(\kappa k)}_{\pi q}=v^\kappa_\pi\otimes v^k_q$ (spin, orbit) is odd or even with $\kappa+k$;

$$w^{(\kappa k)\dagger}_{\pi q}=(-1)^{\pi+q}\,w^{(\kappa k)}_{-\pi,-q}.\tag{5}$$

With $\hat W(X)=\sum_{\xi\eta}X_{\xi\eta}a^\dagger_\xi a_\eta$ and $W=\hat W(w)$,

$$[\hat W(X),\hat W(Y)]=\hat W([X,Y]),\qquad[\hat W(X),a^\dagger_\xi]=\sum_\alpha X_{\alpha\xi}a^\dagger_\alpha,\qquad\hat W(X)^\dagger=\hat W(X^\dagger).\tag{2}$$

$$[W^{(\kappa_1k_1)}_{\pi_1q_1},W^{(\kappa_2k_2)}_{\pi_2q_2}]=\sum_{\kappa_3k_3}(-1)^{\kappa_3+k_3+1}\Big[1-(-1)^{\kappa_1+\kappa_2+\kappa_3+k_1+k_2+k_3}\Big][\kappa_1,\kappa_2,k_1,k_2]^{1/2}$$
$$\times\langle\kappa_1\pi_1\kappa_2\pi_2|\kappa_3\pi_3\rangle\langle k_1q_1k_2q_2|k_3q_3\rangle\begin{Bmatrix}\kappa_1&\kappa_2&\kappa_3\\s&s&s\end{Bmatrix}\begin{Bmatrix}k_1&k_2&k_3\\l&l&l\end{Bmatrix}W^{(\kappa_3k_3)}_{\pi_3q_3},\tag{7}$$

tested for $l=0$ on $[S_+,S_-]$. Also

$$[\text{odd},\text{odd}]\subset\text{odd},\qquad[\text{odd},\text{even}]\subset\text{even},\qquad[\text{even},\text{even}]\subset\text{odd}.\tag{8}$$

$$[W_1,W_2]=\sum_3\mathrm{Tr}\big(w_3^\dagger[w_1,w_2]\big)\,W_3 .\tag{13}$$

Let $g^{(j)}_{mm'}=(-1)^{j-m}\delta_{m,-m'}$, $g=g^{(s)}\otimes g^{(l)}$, so $g^T=g^{-1}=-g$. With $\theta X=g^{-1}X^Tg$,

$$\theta\,w^{(\kappa k)}_{\pi q}=(-1)^{\kappa+k}\,w^{(\kappa k)}_{\pi q},\qquad\text{that is}\qquad w^Tg=(-1)^{\kappa+k}gw .\tag{14}$$

Time reversal is $Kx=g\bar x$, $K^2=-1$. The ${}^1S$ pair operator $A^\dagger=\tfrac12\sum g_{\xi\eta}a^\dagger_\xi a^\dagger_\eta$ obeys $[\hat W(X),A^\dagger]=\sum(Xg)_{\alpha\beta}a^\dagger_\alpha a^\dagger_\beta$ and

$$[W^{(\kappa k)}_{\pi q},A^\dagger]=(a^\dagger a^\dagger)^{(\kappa k)}_{\pi q},\tag{10}$$

where the coupled pair operator vanishes for odd $\kappa+k$.

Results:

(a) The complex span of all $W^{(\kappa k)}_{\pi q}$ is closed under commutation and is a faithful copy of $gl(N,\mathbb C)$, the algebra of all complex $N\times N$ matrices.

(b) The complex span of the odd ones is closed and is a copy of $sp(N,\mathbb C)=\{X: X^Tg+gX=0\}$, of dimension $(2l+1)(4l+3)$.

For Hermitian $H$,

$$e^{i\hat W(H)}a^\dagger_\xi e^{-i\hat W(H)}=\sum_\alpha U_{\alpha\xi}a^\dagger_\alpha,\qquad U=e^{iH}.\tag{16}$$

These $U$ form $U(N)$; odd $H$ give $Sp(N)$, the unitary $U$ with $U^TgU=g$.

## What each derivation assumes

Both rest on the same two things: one shell, so that the one-electron space is a single spin times a single $l$, and the bridge (2). The half-integral value of $s+l$ makes $g$ antisymmetric and so the odd subalgebra symplectic; closure and the grading do not need it.

The first derivation assumes the apparatus of coupling coefficients with a fixed phase convention. It returns the structure constants in closed form. Closure appears there as the triangle condition of a $6j$ symbol, and the grading as the exchange symmetry of two Clebsch–Gordan coefficients. Formula (7) does not by itself name the subalgebra. That took the separate result (10), and in it Fermi statistics entered a second time, through the vanishing of the odd pair operators. Its weak point is the bookkeeping of phases: an error in $(-1)^{\kappa_3+k_3+1}$ would leave (8) intact. The case $[S_+,S_-]$ tests this phase only for odd $\kappa_3+k_3$. For even $\kappa_3+k_3$ a second case is needed, such as $[W^{(10)}_{00},W^{(11)}_{10}]=\sqrt{2/(2l+1)}\;W^{(11)}_{10}$ for $l>0$, which follows from $[s_z,s_+]=s_+$.

The second derivation assumes only the ladder matrices and the transpose. Its proof of (a) and (b) is insensitive to the sign or size of each tensor, and it names the subalgebra at once, because $sp(N,\mathbb C)$ is defined by the eigenvalue condition of $\theta$. It gives the structure constants only as the traces (13), one number at a time. It uses statistics nowhere beyond (2), and the commutator of bilinears $a^\dagger_\alpha a_\beta$ has the same form for bosons. It thereby shows that the word symplectic comes from the symmetry of $g$, that is from $K^2=-1$, and not from the exclusion principle. What the exclusion principle adds is that an antisymmetric $g$ defines a nonvanishing pair operator, so that the group has the physical meaning found on the first road.

The second road also shows how the result changes when the assumptions do. For a single half-integral $j$, as in a $jj$-coupled subshell, $g^{(j)}$ is antisymmetric and the odd-rank $v^k$ generate $Sp(2j+1)$. For the orbital factor alone $g^{(l)}$ is symmetric, $\theta X=-X$ makes $gX$ antisymmetric, and the odd-rank tensors span an orthogonal algebra of dimension $l(2l+1)$. These are the $W^{(0k)}$ with $k$ odd; they close among themselves by (7), since $\kappa_1=\kappa_2=0$ forces $\kappa_3=0$, and they generate $SO(2l+1)$ inside $Sp(4l+2)$. Inside $SO(2l+1)$ lies the orbital rotation group generated by $\mathbf L$. The spin $\mathbf S$ has $\kappa=1$, so it lies outside $SO(2l+1)$ but inside $Sp(4l+2)$, and it commutes with every $W^{(0k)}$. Equation (12) gives

$$L_q=\sqrt{\tfrac23\,l(l+1)(2l+1)}\;W^{(01)}_{0q},\qquad S_\pi=\sqrt{\tfrac12(2l+1)}\;W^{(10)}_{\pi0},$$

where $v^0$ has supplied $2^{-1/2}$ in the first case and $(2l+1)^{-1/2}$ in the second. Both are odd, so symplectic labels are compatible with $L$ and $S$. For two shells taken together, the tensors within each shell give only the product of the two unitary algebras; tensors $W^{(\kappa k)}(l,l')$ connecting the shells are needed for completeness, and $\theta$ exchanges $(l,l')$ with $(l',l)$, so the simple parity rule no longer sorts them.

Two further cautions apply. Tensors normalised to a reduced matrix element of 1, like Racah's $U^{(k)}$, span the same algebras but change the factors $[k]^{1/2}$ in (7). And for $l>0$ neither group is a symmetry of the atomic Hamiltonian. The Coulomb repulsion is a two-electron operator that commutes with $\hat n$, $\mathbf L$ and $\mathbf S$ but in general not with the remaining generators of either group; the groups classify states and operators.

## Seniority

Taking the adjoint of (10) for an odd tensor and using (5) shows that odd tensors commute with $A$ as well as $A^\dagger$. Group the spin-orbitals into $\Omega$ pairs $(\xi,-\xi)$ with $m_s=+\tfrac12$ in $\xi$. The two orderings of a pair contribute equally, so $A^\dagger=\sum_{\rm pairs}\pm b^\dagger$ with $b^\dagger=a^\dagger_\xi a^\dagger_{-\xi}$. Operators of different pairs commute, and within a pair $bb^\dagger=(1-n_\xi)(1-n_{-\xi})$, $b^\dagger b=n_\xi n_{-\xi}$, so $[b,b^\dagger]=1-n_\xi-n_{-\xi}$ and

$$[A,A^\dagger]=\Omega-\hat n .$$

Let $E_{ab}$ be the matrix with a single 1 in row $a$, column $b$, and let $P$ be the projector on a span of some of the real orthonormal $w$, so that $PE_{ab}=\sum w\,(w)_{ab}$. Then $\sum_{ab}\hat W(E_{ab})^\dagger\hat W(PE_{ab})=\sum W^\dagger W$ over that set. For all tensors $P=1$ and

$$\sum_{\rm all}W^\dagger W=\sum_{ab}a^\dagger_ba_aa^\dagger_aa_b=\sum_ba^\dagger_b(N-\hat n)a_b=\hat n(N+1-\hat n),$$

because $\hat n$ there acts on a state with one electron removed. For the odd tensors $P=\tfrac12(1-\theta)$. One has $(\theta E_{ab})_{cd}=(g^{-1})_{cb}\,g_{ad}=g_{bc}g_{ad}$. With $a_aa^\dagger_c=\delta_{ac}-a^\dagger_ca_a$,

$$\sum g_{bc}g_{ad}\,a^\dagger_ba_aa^\dagger_ca_d=\sum(g^2)_{bd}\,a^\dagger_ba_d-\Big(\sum g_{bc}a^\dagger_ba^\dagger_c\Big)\Big(\sum g_{ad}a_aa_d\Big)=-\hat n+4A^\dagger A,$$

since $A=\tfrac12\sum g_{\xi\eta}a_\eta a_\xi$ makes the last bracket equal to $-2A$. Therefore

$$\sum_{\rm odd}W^\dagger W=\tfrac12\hat n(N+2-\hat n)-2A^\dagger A .\tag{17}$$

Let $\psi$ have $v$ electrons and $A\psi=0$. Moving $A$ through $p$ factors $A^\dagger$,

$$A(A^\dagger)^p\psi=\sum_{r=0}^{p-1}(\Omega-v-2r)(A^\dagger)^{p-1}\psi=p(\Omega-v-p+1)(A^\dagger)^{p-1}\psi .$$

With $n=v+2p$ the state $(A^\dagger)^p\psi$ has $A^\dagger A=\tfrac14(n-v)(N+2-n-v)$. Since $n(N+2-n)-v(N+2-v)=(n-v)(N+2-n-v)$, equation (17) becomes

$$\sum_{\rm odd}W^\dagger W=\tfrac12v(N+2-v),\tag{18}$$

independent of $n$. The number $v$ of electrons not in ${}^1S$ pairs is the seniority. Odd tensors commute with $A^\dagger A$ and $\hat n$, so they conserve it. For $v=1$, (18) gives $\tfrac12(N+1)$, which agrees with the trace of $\sum w^\dagger w$, equal to $\tfrac12N(N+1)$, divided among $N$ states.

The $n$-electron space is the orthogonal sum of the kernel of $A$ and the image of $A^\dagger$. For $\phi$ with $n-2$ electrons, $\|A^\dagger\phi\|^2=\|A\phi\|^2+(\Omega-n+2)\|\phi\|^2$, so for $n\le\Omega$ the map $A^\dagger$ is injective. The kernel at $v\le\Omega$ electrons then has dimension $\binom Nv-\binom N{v-2}$, and by induction on $n$, for $n\le\Omega$, every state is a sum of states $(A^\dagger)^p\psi$, with each seniority $v=n,n-2,\dots$ occurring that many times. Each such subspace is invariant under $Sp(N)$; its irreducibility is not needed here and is not shown.

## Worked example: the $3d^5$ shell of the free Mn$^{2+}$ ion

For $l=2$, $N=10$. There are 100 tensor components, of which $5\times11=55$ are odd, 10 with $\kappa=0$ and 45 with $\kappa=1$, and 45 are even. The printed counts for the other shells follow the same formulas: $4=3+1$ for $s$, $36=21+15$ for $p$, $196=105+91$ for $f$.

### One commutator

Take $[W^{(12)}_{1,1},W^{(12)}_{-1,0}]$, both odd, with $\pi_3=0$, $q_3=1$. The root is $[1,1,2,2]^{1/2}=15$. Only odd $\kappa_3+k_3$ survives, so the phase $(-1)^{\kappa_3+k_3+1}$ is $+1$ and the prefactor is $2\times15=30$. The condition $q_3=1$ excludes $k_3=0$, which leaves $(01),(03),(12),(14)$. The spin factor, Clebsch–Gordan coefficient times $6j$ symbol, is $0.577350\times0.408248=0.235702$ for $\kappa_3=0$ and $0.707107\times(-0.333333)=-0.235702$ for $\kappa_3=1$. The orbital factors and results are:

| term | CG | $6j$ | coefficient |
|---|---|---|---|
| $W^{(01)}_{0,1}$ | $-0.547723$ | $-0.100000$ | $0.387298$ |
| $W^{(03)}_{0,1}$ | $0.447214$ | $0.114286$ | $0.361403$ |
| $W^{(12)}_{0,1}$ | $-0.267261$ | $-0.042857$ | $-0.080992$ |
| $W^{(14)}_{0,1}$ | $0.654654$ | $0.057143$ | $-0.264520$ |

The first line is $30\times0.235702\times(-0.547723)\times(-0.100000)=0.387298$ and the last is $30\times(-0.235702)\times0.654654\times0.057143=-0.26452$. These are the values of (7). The traces (13) of the second derivation, taken with matrices built by (11), print the same six digits in all four lines.

### The states of $d^5$

There are $\binom{10}5=252$ states, and on all of them $\sum_{\rm all}W^\dagger W=5\times6=30$: the unitary group does not distinguish them. In (17) the first term is $\tfrac12\times5\times7=17.5$. For $v=1$, $A^\dagger A=\tfrac14\times4\times6=6$ and the odd sum is $17.5-12=5.5$, on 10 states. For $v=3$, $A^\dagger A=\tfrac14\times2\times4=2$ and the odd sum is $17.5-4=13.5$, on 110 states. For $v=5$, $A^\dagger A=0$ and the odd sum is $17.5$, on 132 states. Formula (18) gives $\tfrac12\times11$, $\tfrac12\times27$, $\tfrac12\times35$, the same values, and $10+110+132=252$.

### Spin–orbit coupling on the ${}^6S$ term

With $\mathbf l\cdot\mathbf s=\sum_q(-1)^qs_{-q}l_q$, and $s=v^1/\sqrt2$, $l=\sqrt{l(l+1)(2l+1)/3}\;v^1$ from (12),

$$H_{so}=\zeta\,\hat W(\mathbf l\cdot\mathbf s)=\zeta\sqrt{\tfrac16l(l+1)(2l+1)}\,\sum_q(-1)^qW^{(11)}_{-q,q},$$

and the root is $\sqrt5=2.236068$ for $l=2$. The operator is even and lies outside the symplectic algebra. The value $\zeta=0.04$ eV, about $320$ cm$^{-1}$ (with 1 eV $=8065.54$ cm$^{-1}$), is a chosen input, roughly typical of a $3d$ electron in Mn$^{2+}$.

Let $\psi$ be the determinant with all five orbitals occupied by spin-up electrons. It is the only state with $M_S=\tfrac52$, so it has $L=0$, $S=\tfrac52$. The operator $A$ removes one electron of each spin, so $A\psi=0$ and $v=5$. Write $\mathbf l\cdot\mathbf s=l_zs_z+\tfrac12(l_-s_++l_+s_-)$. The first term gives $\tfrac12\sum m=0$. The second needs a spin-down electron and gives zero. The third takes $(\uparrow,m)$ to the empty $(\downarrow,m+1)$ with amplitude $\tfrac12\sqrt{6-m(m+1)}$, whose squares for $m=-2,-1,0,1$ are $1,\ 1.5,\ 1.5,\ 1$. The four determinants are distinct, so $\|H_{so}\psi\|^2=5\zeta^2$ and

$$\|H_{so}\psi\|=\sqrt5\,\zeta\approx0.09\ \text{eV}\approx700\ \text{cm}^{-1}.$$

The program prints more digits, but only the factor $\sqrt5$ is exact; the energy is no better known than the rough input $\zeta$.

The state $\phi=H_{so}\psi/\zeta$ has $L=1$, being an orbital vector operator acting on $L=0$. It has $M_S=\tfrac32$, so $S\ge\tfrac32$, and the only sextet has $L=0$. It is therefore a ${}^4P$ state.

Its seniority follows from $A\phi=[A,\hat W(X)]\psi$ with $X=\mathbf l\cdot\mathbf s$, real and symmetric. The adjoint of $[\hat W(X),A^\dagger]=\sum(Xg)_{\alpha\beta}a^\dagger_\alpha a^\dagger_\beta$ is $[A,\hat W(X)]=\sum(Xg)_{\alpha\beta}a_\beta a_\alpha$. On $\psi$ only $\alpha=(\uparrow,m)$, $\beta=(\uparrow,m')$ contribute. Then $-\beta=(\downarrow,-m')$, $g_{-\beta,\beta}=(-1)^{\frac12+2+\frac12+m'}=(-1)^{m'+1}$, and

$$(Xg)_{\alpha\beta}=\tfrac12\langle m|l_-|{-m'}\rangle(-1)^{m'+1},\qquad m=-m'-1 .$$

The four cases $(m,m')=(-2,1),(1,-2),(-1,0),(0,-1)$ give $+1,\,-1,\,-\tfrac12\sqrt6,\,+\tfrac12\sqrt6$. The matrix is antisymmetric, as it must be for an even tensor, so the terms add in pairs:

$$A\phi=\big(a_1a_{-2}-a_{-2}a_1-\tfrac12\sqrt6\,a_0a_{-1}+\tfrac12\sqrt6\,a_{-1}a_0\big)\psi=\big(2\,a_1a_{-2}+\sqrt6\,a_{-1}a_0\big)\psi,$$

all operators referring to spin up. The squared amplitudes are 4 and 6, so $\|A\phi\|^2=10$ and $\langle A^\dagger A\rangle=10/5=2$. If $p_1,p_3,p_5$ are the weights of the three seniorities in $\phi$, then $6p_1+2p_3=2$. The $v=1$ states are $(A^\dagger)^2a^\dagger_\xi|0\rangle$, and $A^\dagger$ commutes with $S_z$, so they have $|M_S|=\tfrac12$ and $p_1=0$. Hence $p_3=1$ and $p_5=0$, which are the printed weights. Spin–orbit coupling takes the $v=5$ term ${}^6S$ entirely into seniority 3, whereas any time-odd one-electron operator would have kept it at $v=5$.

## What the numerical check tests

The program builds the matrices $v^k_q$ from ladder operators by (11), with no Wigner symbols, and the operators $a_\xi$ as explicit Jordan–Wigner matrices; the formulas are evaluated separately with exact $3j$, Clebsch–Gordan and $6j$ values. It compares the ladder matrices with (1) and with the coupled form for $j=\tfrac12,1,2,3$. For $l=0$ to 3 it tests orthonormality, (5) and (14), and finds the dimension of $sp$ from the rank of the map $X\to X^Tg+gX$. It checks (7) against matrix commutators for all 16, 1296 and 10000 pairs of the $s$, $p$ and $d$ shells to better than $10^{-10}$; the $f$ shell is not included in that test. For the $p$ shell it repeats the commutators, and tests (16), on the whole many-electron space. For the $d$ shell it expands the logarithm of a random unitary matrix in the $w$, verifies that a product of two odd exponentials preserves $g$ and has an odd logarithm, and treats $U=-1$. On the many-electron space of the $d$ shell it confirms that exactly the odd tensors commute with $A^\dagger$, tests $[A,A^\dagger]$ and both quadratic sums as operator identities, diagonalises the odd sum on the 252 states of $d^5$, and projects the spin–orbit state on the resulting eigenspaces.

## Numbers as computed

```
Counts (dimensionless)
 l=0 N=2 all=4 odd=3 (kappa=0: 0, kappa=1: 3) even=1 dim sp=3
     all 16 commutators agree, max error < 1e-10
 l=1 N=6 all=36 odd=21 (kappa=0: 3, kappa=1: 18) even=15 dim sp=21
     all 1296 commutators agree, max error < 1e-10
 l=2 N=10 all=100 odd=55 (kappa=0: 10, kappa=1: 45) even=45 dim sp=55
     all 10000 commutators agree, max error < 1e-10
 l=3 N=14 all=196 odd=105 (kappa=0: 21, kappa=1: 84) even=91 dim sp=105
d shell: [W(12)_{1,1}, W(12)_{-1,0}], root [1,1,2,2]^(1/2) = 15
 W(01)_{0,1}: CGs=0.577350 CGl=-0.547723 6js=0.408248 6jl=-0.100000 coef=0.387298 trace=0.387298
 W(03)_{0,1}: CGs=0.577350 CGl=0.447214 6js=0.408248 6jl=0.114286 coef=0.361403 trace=0.361403
 W(12)_{0,1}: CGs=0.707107 CGl=-0.267261 6js=-0.333333 6jl=-0.042857 coef=-0.080992 trace=-0.080992
 W(14)_{0,1}: CGs=0.707107 CGl=0.654654 6js=-0.333333 6jl=0.057143 coef=-0.264520 trace=-0.264520
d^5: states=252, sum_all W+W = 30, n(N+2-n)/2 = 17.5
 v=1: sum_odd W+W=5.5000 A+A=6.0 states=10
 v=3: sum_odd W+W=13.5000 A+A=2.0 states=110
 v=5: sum_odd W+W=17.5000 A+A=0.0 states=132
spin-orbit prefactor sqrt(l(l+1)(2l+1)/6) = 2.236068
squared amplitudes of H|6S> (zeta^2): [1.  1.  1.5 1.5]
squared amplitudes of A H|6S> (zeta^2): [4. 6.]
|H 6S|^2 = 5.0000 zeta^2, |A H 6S|^2 = 10.0000 zeta^2, <A+A> = 2.0000
seniority weights v=1,3,5: 0.000000 1.000000 0.000000
1 eV = 8065.54 cm^-1; zeta (chosen) = 0.04 eV = 322.6 cm^-1
|H 6S| = 0.08944 eV = 721.4 cm^-1
```
